Rees self-scattering in ensemble Monte Carlo: choosing the total rate

**What goes wrong**

Consider an electron in the silicon-like model below, with energy 60 meV, moving along a force set by a field of 5 kV/cm. Its collision rate at that instant is 3.114 per ps. A code that draws its free flight from this rate gives a mean flight of 1/3.114 = 0.321 ps. The correct mean is 0.177 ps, because the electron gains energy during the flight and its collision rate rises. The naive flight is 1.8 times the correct length.

Self-scattering removes this error without solving an integral equation for every flight. It brings its own failure: a total rate that is too small can give a smooth, apparently converged, wrong answer. At a total rate of 4 per ps the simulated drift velocity here is 40 % too high.

**Model and conventions**

Electrons are nondegenerate and occupy one isotropic parabolic band. The field is uniform, and z points along the force, so F > 0 and signs of charge do not appear. With w = ħk/m, which is the velocity in this band,

dw_z/dt = a,  a = eF/m,  E = m|w|²/2.

Each collision randomizes the direction of w completely. The rates follow from the golden rule. The density of states per spin and volume is

g(E) = [4πk²/(2π)³] dk/dE = mk/(2π²ħ²) = (2m)^(3/2) √E/(4π²ħ³),

using dE/dk = ħ²k/m and k = √(2mE)/ħ; g = 0 for E < 0.

For acoustic phonons of frequency uq, with deformation potential Ξ, mass density ρ and crystal volume V, the squared matrix element is Ξ²q²ħ/(2ρVuq) times N_q for absorption or N_q + 1 for emission. At equipartition both factors are k_BT/(ħuq), and q cancels, leaving Ξ²k_BT/(2ρVu²) for each process. If the phonon energy is neglected in the energy balance, the two processes add:

λ_ac(E) = (2π/ħ) [Ξ²k_BT/(ρu²)] g(E).

For an optical-type phonon of fixed frequency ω and coupling D, the squared matrix element is ħD²/(2ρVω) times N or N + 1. Multiplication by 2π/ħ gives

λ_op(E) = [πD²/(ρω)] [(N+1) g(E−ħω) + N g(E+ħω)],
N = 1/[exp(ħω/k_BT) − 1].

The physical rate is λ = λ_ac + λ_op.

**Why the total rate cancels**

Let λ(t) be the physical rate along the collision-free trajectory. The probability S(t) of having had no physical collision loses λ(t)S(t)dt in dt, so

dS/dt = −λ(t)S,  S(t) = exp[−∫₀ᵗ λ(s)ds].

Direct sampling would require solving S(t) = r for each random number r. Instead choose a constant Γ ≥ λ and draw candidate times with density Γexp(−Γt). At each candidate, accept a physical collision with probability λ/Γ. Otherwise leave w unchanged and continue; this is self-scattering.

The probability density for n candidates at ordered times t₁ < … < tₙ, and none elsewhere before t, is

Γe^(−Γt₁) · Γe^(−Γ(t₂−t₁)) ⋯ e^(−Γ(t−tₙ)) = Γⁿe^(−Γt).

All n are rejected with probability ∏[1 − λ(tᵢ)/Γ]. The product of the two is e^(−Γt)∏[Γ − λ(tᵢ)]. The integrand is symmetric in its times, so integrating over ordered times gives 1/n! of the integral over the full cube. With

R = ∫₀ᵗ [Γ − λ(s)]ds = Γt − ∫₀ᵗ λ(s)ds,

the probability of no physical collision becomes

e^(−Γt) Σₙ Rⁿ/n! = e^(−Γt+R) = exp[−∫₀ᵗ λ(s)ds].

This is S(t), and Γ has cancelled. The condition Γ ≥ λ enters because 1 − λ/Γ must be a probability.

At an accepted candidate, mechanism j is selected with probability λⱼ/λ, as in the physical process. The state after the collision therefore has the correct law, and the argument restarts from there. By induction the whole sequence of physical collisions has a law independent of Γ, and so has every transport average, transient or steady.

The candidate intervals are exponential. For a given starting state, the interval to the next physical collision has the density λ(t)S(t), which is exponential if λ is constant along the flight but not in general. Intervals pooled over starting states with different rates form a mixture, which is not exponential even at zero field.

The Boltzmann equation shows the same cancellation. Self-scattering from w' to w has the transition rate [Γ − λ(w)]δ(w − w'). It adds a gain (Γ − λ)f and a loss (Γ − λ)f at the same point, so the equation for f is unchanged.

**Algorithm**

For each electron and each observation interval of length T_obs:

  left = T_obs
  repeat:
    t = −ln(1 − r₁)/Γ, with r₁ uniform in [0,1)
    dt = min(t, left)
    z = z + w_z dt + a dt²/2
    w_z = w_z + a dt
    left = left − dt
    compute E and λ(E); stop the run if λ(E) > Γ
    if t reached the end of the interval: leave the loop
    y = Γr₂, with r₂ uniform in [0,1)
    if y < C₁: emit a phonon, E = E − ħω
    else if y < C₂: absorb a phonon, E = E + ħω
    else if y < C₃: scatter elastically
    else: self-scatter, keep w, begin the next flight
    after a physical collision: check λ(E) ≤ Γ again
    draw an isotropic direction; set |w| = √(2E/m)

Here C₁ is the emission rate, C₂ adds absorption, and C₃ = λ adds acoustic scattering, all at the energy before the collision. An isotropic direction needs a cosine uniform in [−1,1] and an azimuth uniform in [0,2π).

An unfinished flight may be discarded at an observation time and a new one drawn, because

P(t > s+u | t > s) = e^(−Γ(s+u))/e^(−Γs) = e^(−Γu).

Checking the bound at both ends of every flight is enough in this model. The steps above do this, provided the initial state is checked once before the first flight. Along a flight d²E/dt² = ma² > 0, so E(t) is convex and its maximum lies at an end. Since λ increases with E, so does the maximum of λ. With a nonmonotonic rate the interior of the flight must be bounded as well.

There is no time-step error or step-size stability limit in a uniform field, because the drift update is the exact solution of the equation of motion. A position-dependent field would need its own integration error control.

**Averages and cost**

The drift velocity over a window from t₁ to t₂ is

v_d = ⟨z(t₂) − z(t₁)⟩/(t₂ − t₁).

Electrons are independent, so the standard error is the standard deviation of their individual window velocities divided by √N_e, where N_e is their number. The displacement has a law independent of Γ, hence so has this error. For this displacement estimate, a larger Γ buys no precision.

Sampling just before every candidate is also valid. Candidates occur at rate Γ in every state, so state w is sampled with weight Γf(w)/∫Γf = f(w)/∫f. Sampling just before physical collisions alone gives the weight λf/∫λf, which overcounts states with high collision rates.

An electron followed for time T has ΓT candidates on average, of which ⟨λ⟩T are physical, where ⟨λ⟩ is the time average. The self-scattered fraction is

1 − ⟨λ⟩/Γ.

The work grows in proportion to Γ. As Γ → ∞ the mean interval 1/Γ vanishes and a collision is accepted with small probability λ/Γ. The method then resembles tiny time steps: still correct, but wasteful.

**When the total rate is too small**

Since y is uniform in [0,Γ), channel j is selected when y lies between Cⱼ₋₁ and Cⱼ, with C₀ = 0. The part of that range inside [0,Γ) gives the rate actually simulated:

λⱼ,sim = min(Cⱼ,Γ) − min(Cⱼ₋₁,Γ).

The total becomes min(λ,Γ), and the channels listed last are cut first. The answer then depends both on Γ and on the order of the channels.

A constant physical rate λ₀ shows the effect in closed form. Isotropic collisions remove the mean velocity at rate λ₀, so

d⟨w_z⟩/dt = a − λ₀⟨w_z⟩,  v_d = a/λ₀ in the steady state.

For any Γ ≥ λ₀ the simulation returns this value. For Γ < λ₀ every candidate is accepted, the rate is Γ, and the result is a/Γ, too large by the factor λ₀/Γ.

**A reference without self-scattering**

Agreement between runs at different Γ would not reveal an error common to all of them. An independent solution uses the fact that a collision erases direction, so energies just after successive collisions form a Markov chain. Start at energy ε with direction cosine c. The probability density for the next post-collision energy ε' is

P(ε'|ε) = ½∫dc ∫dt S(t) Σⱼ λⱼ(t) δ(ε' − E(t) − Δⱼ),

with Δⱼ = −ħω, +ħω or 0. The mean flight duration and displacement are

⟨t⟩_ε = ½∫dc ∫t λS dt = ½∫dc ∫S dt,
⟨Δz⟩_ε = ½∫dc ∫Δz(t) λS dt = ½∫dc ∫w_z S dt.

Both steps integrate by parts with λS = −dS/dt; the boundary terms vanish at t = 0 and at long times. If π(ε) is the stationary distribution of the chain, M flights contribute a displacement M∫π⟨Δz⟩_ε dε in a time M∫π⟨t⟩_ε dε for large M. Hence

v_d = ∫π⟨Δz⟩_ε dε / ∫π⟨t⟩_ε dε.

These integrals are done by quadrature over physical flight times, with no random numbers and no Γ. Replacing λⱼ by λⱼ,sim predicts the wrong answer of an underbounded run.

**Worked case: electrons in silicon at 5 kV/cm**

The parameters are rough values for lightly doped silicon at 300 K: m = 0.32 m₀, Ξ = 9 eV, ħω = 60 meV, D = 10⁹ eV/cm, ρ = 2330 kg/m³ and u = 9000 m/s. The coupling D lumps all final valleys together. The acceleration is

a = (1.602×10⁻¹⁹ C)(5×10⁵ V/m)/(0.32 × 9.109×10⁻³¹ kg)
  = 2.748×10¹⁷ m/s² = 274.8 nm/ps².

In a parabolic band λ grows without limit, so no finite Γ bounds it at all energies. I take the rate at 0.8 eV, the sum of emission, absorption and acoustic scattering:

Γ₀ = 13.938 + 1.475 + 9.358 = 24.77 per ps.

First consider single flights from 60 meV along the force. For 40,000 flights each, the mean time to a physical collision is 0.1780 ps at Γ₀ and 0.1774 ps at 3Γ₀. The largest distance between the sampled and exact cumulative distributions, multiplied by √40,000, is 0.96 and 1.15. Values of order one are expected from sampling noise. At Γ = 4 per ps the mean rises to 0.2511 ps and the scaled distance from the true law is 25.77. Against the law with rate min(λ,4 per ps) it is 0.75, as the truncation argument requires.

Next come steady-state runs with 16,000 electrons, a warm-up of 4 ps and a window of 10 ps. Velocities are in 10⁶ cm/s:

Γ = 24.77 per ps: v_d = 5.444 ± 0.019
Γ = 49.54 per ps: v_d = 5.480 ± 0.019
Γ = 99.09 per ps: v_d = 5.456 ± 0.019

The largest difference is 0.036. The standard error of a difference is √2 × 0.019 = 0.027, so this is 1.3 standard errors. The first run was interrupted and its flights redrawn every 1 ps; the others ran through the window without interruption.

The chain gives 5.465 with 4 meV energy spacing, 250 time intervals and 16 angles, and 5.463 with 3 meV, 350 intervals and 20 angles. All three runs lie within about one standard error of it. The three simulated velocities thus agree to 0.7 %, which is compatible with sampling noise; the cancellation above establishes independence of Γ without that limit.

The physical collision rates are 3.801, 3.800 and 3.814 per ps, against 3.802 from the chain. At Γ₀ the self-scattered fraction is 1 − 3.801/24.77 = 0.847. Over the full 14 ps each electron has on average 24.77 × 14 = 347 candidates; at 4Γ₀ it has about 1390, for the same statistical error.

**How large must Γ be?**

At Γ = 4 per ps the simulation returns 7.614 ± 0.027, and the truncated chain gives 7.674. They differ by 0.8 %, or 2.2 standard errors, while both lie about 40 % above the correct value. The rates show what was lost. At 100 meV emission and absorption take 3.241 + 0.636 = 3.877 per ps, leaving 0.123 for acoustic scattering instead of 3.309. At 200 meV the emission rate, 6.062 per ps, already exceeds Γ, so absorption and acoustic scattering vanish. Listing acoustic scattering first fails differently. Its rate alone reaches Γ at 146 meV, so no electron above that energy can emit a phonon; in the fully reversed order (acoustic, absorption, emission) emission already stops at 103 meV, where the first two rates add up to Γ. Above 146 meV all collisions are elastic at rate Γ, and the mean energy keeps rising, at about eFa/Γ = 34 meV per ps, instead of settling.

The chain gives the bias for other values, with channel order and field held fixed:

Γ = 8 per ps: +2.98 %
Γ = 12 per ps: +0.09 %
Γ = 24.77 per ps: below 10⁻¹¹ in relative terms

A total rate of 8 per ps is twice the mean physical rate, yet it is inadequate. The mean rate is not a bound. At 12 per ps the bias is smaller than the 0.35 % statistical error of one run, so comparing velocities at this ensemble size would not expose it. The direct check λ ≤ Γ can.

The highest energy met in the three valid runs was 583 meV, below the chosen 800 meV. This supports Γ₀ for this field, temperature and ensemble size; a higher field populates higher energies and needs a new check. After a violation, repeat the whole run with a larger Γ. Deleting the offending electrons would remove energetic ones selectively and bias the average.

**The zero-field limit and the Kubo mobility**

The same code gives the linear mobility without applying a field. Start from the Maxwellian f₀ ∝ exp(−m|w|²/2k_BT). It is stationary under the collisions, since (N+1)/N = exp(ħω/k_BT) balances emission against absorption. A weak force acting for ds shifts the distribution by

−a ds ∂f₀/∂w_z = (ma w_z/k_BT)f₀ds = (eF w_z/k_BT)f₀ds.

A time t later this shift contributes (eF/k_BT)⟨v_z(0)v_z(t)⟩ds to the mean velocity. Summing over all past times and dividing by F gives

μ = eD_diff/k_BT,  D_diff = ∫₀^∞ ⟨v_z(0)v_z(t)⟩dt.

At zero field v is constant until the first collision and averages to zero afterwards. The correlation is therefore ⟨v_z²e^(−λt)⟩, and with ⟨v_z²⟩ = v²/3 at fixed energy,

D_diff = ⟨v²/(3λ)⟩.

This integral gives 1699 cm²/Vs. The ensemble estimate ⟨v(0)·Δr⟩/3, from 40,000 electrons followed for 5 ps at Γ₀, gives 1702 ± 29 cm²/Vs. The mean energy stays thermal: 38.67 ± 0.16 meV at the end, against 3k_BT/2 = 38.78 meV.

This mobility is the response of a prepared equilibrium. With elastic collisions and one phonon energy, E modulo ħω is conserved at zero field. Multiplying f₀ by any positive function periodic in E with period ħω leaves another stationary state. The long-time steady state as F → 0 therefore need not be Maxwellian, and extrapolating steady drift velocities need not give 1699 cm²/Vs. For these parameters the effect is small: the steady limit lies near 1680 cm²/Vs, about 1 % lower. It is a feature of the model, not of silicon, where inelastic acoustic scattering, several phonon energies and electron–electron collisions break this conservation law. At 5 kV/cm the ratio v_d/F is 1093 cm²/Vs, 36 % lower.

**How close is this to silicon?**

Measured electron mobility in lightly doped silicon near room temperature is roughly 1400 cm²/Vs, so the model's zero-field value of 1699 cm²/Vs is about 20 % too high. Silicon has six anisotropic valleys and several intervalley phonons, where the model has one mass and one phonon. Using 0.26 m₀ in the motion, with the scattering rates held fixed, raises v_d by 17.8 %. Nonparabolicity, E(1+αE) = ħ²k²/2m with α = 0.5 per eV and scattering kept isotropic, lowers it by 11.5 %. A device running warm breaks the assumption of a 300 K lattice: at 400 K the model's v_d falls by 29.0 %. These are separate changes and need not add. Impurity and electron–electron scattering are omitted and not sized.

Other approximations vary in quality. At the mean energy of 54.6 meV the largest acoustic phonon energy is about 2m|w|u = 8.0 meV, against k_BT = 25.9 meV, so the energy exchanged in one acoustic collision is not negligible; the effect of omitting it on v_d was not computed. Collision broadening, ħ⟨λ⟩ = 2.5 meV, is small beside the mean energy but blurs the emission threshold. For 10¹⁵ electrons per cm³ the density is 3.7×10⁻⁵ of the effective density of states 12(mk_BT/2πħ²)^(3/2), which counts two spins and silicon's six valleys, each given the model mass, so degeneracy is negligible by this thermal estimate. A one-band triangular-barrier estimate gives a tunnelling exponent of about 9000 across the 1.12 eV gap, and no electron in the valid runs reached the gap energy. Without heat removal, Joule heating at this density is 2.6 K per μs, so a fixed lattice temperature requires short pulses or cooling.

The numerical output below lists the rates, velocities and sizes used here.

Numbers as computed

```
temperature 300 K; field 5.0 kV/cm
mass 0.32 m0; phonon energy 60 meV
acoustic potential 9.0 eV; optical 1.0e+09 eV/cm
mass density 2330 kg/m3; sound speed 9000 m/s
acceleration eF/m 274.8 nm/ps2
E=25 meV: emis 0.000, abs 0.464, ac 1.654, sum 2.118 /ps
E=60 meV: emis 0.000, abs 0.551, ac 2.563, sum 3.114 /ps
E=100 meV: emis 3.241, abs 0.636, ac 3.309, sum 7.185 /ps
E=200 meV: emis 6.062, abs 0.811, ac 4.679, sum 11.553 /ps
E=800 meV: emis 13.938, abs 1.475, ac 9.358, sum 24.771 /ps
electrons per steady run 16000; warm-up 4 ps; window 10 ps
first-flight start energy 60 meV; 40000 flights
mean first flight, bound and 3x bound: 0.1780, 0.1774 ps
mean first flight at gamma=4.0/ps: 0.2511 ps
scaled KS distance, two valid gammas: 0.96, 1.15
scaled KS, low gamma: true law 25.77, capped law 0.75
drift velocities below in 1e6 cm/s
gamma 24.77/ps: v 5.444 +- 0.019
  physical rate 3.801/ps; self fraction 0.8466; peak 583 meV
gamma 49.54/ps: v 5.480 +- 0.019
  physical rate 3.800/ps; self fraction 0.9233; peak 529 meV
gamma 99.09/ps: v 5.456 +- 0.019
  physical rate 3.814/ps; self fraction 0.9615; peak 517 meV
chain v: standard 5.465, refined 5.463
chain mean energy 54.60 meV; physical rate 3.802/ps
too-low gamma 4.0/ps: MC v 7.614 +- 0.027
chain capped at 4.00/ps: v 7.674; bias +40.429 %
chain capped at 8.00/ps: v 5.628; bias +2.980 %
chain capped at 12.00/ps: v 5.470; bias +0.087 %
chain capped at 24.77/ps: v 5.465; bias +0.000 %
relative bias of bound from energy tail 2.9e-12
Kubo mobility: MC 1702 +- 29 cm2/Vs
Kubo mobility: integral 1699 cm2/Vs
v/F at working field 1093 cm2/Vs
zero-field final energy 38.67 +- 0.16 meV; 3kT/2 38.78 meV
nonparabolicity 0.5/eV: v change -11.5 %
transport mass 0.26 m0: v change +17.8 %
lattice at 400 K: v change -29.0 %
largest acoustic quantum at mean energy 8.02 meV
thermal energy kT 25.85 meV; collision broadening 2.50 meV
carriers 1.0e+15 cm-3; n/Nc 3.7e-05
gap 1.12 eV; tunnelling exponent 9160
heat capacity 1.66 J/cm3K; Joule heating 2.64 K/us
```
